\section*{Vibrations and infrared activity of tetrahedral silane, derived in two ways}

\section{Definitions and conventions}

Silane, SiH$_4$, is taken in a nondegenerate electronic ground state whose equilibrium shape is a regular tetrahedron. The silicon atom, of mass $M$, is at the origin and is labelled $0$. The four hydrogen atoms are of one isotope, of mass $m$, at bond length $\ell$:
\begin{equation}
\mathbf r_i=\frac{\ell}{\sqrt3}\,\mathbf c_i,\qquad
\begin{aligned}
\mathbf c_1&=(1,1,1), & \mathbf c_2&=(1,-1,-1),\\
\mathbf c_3&=(-1,1,-1), & \mathbf c_4&=(-1,-1,1).
\end{aligned}
\end{equation}
The corners $\mathbf c_i$ are the sign triples whose product is $+1$. Small displacements are $\mathbf u_0,\dots,\mathbf u_4$, fifteen coordinates in all. The vibrations are harmonic, and rotation is not coupled to them.

The group $T_d$ consists of the orthogonal matrices $R$ that map the tetrahedron onto itself. Permuting the axes and then reversing an even number of signs keeps the product of the three coordinates, so it maps corners to corners. There are $6\times4=24$ such matrices. Since the corners span space, a matrix is fixed by its permutation of them, and four corners have only $4!=24$ permutations. The list is therefore complete.

A symmetry operation carries the displacement of atom $i$ to the atom $R(i)$ and turns it:
\begin{equation}
\mathbf u'_{R(i)}=R\,\mathbf u_i .\label{action}
\end{equation}

The statement to be derived is
\begin{equation}
\Gamma_{\rm vib}=A_1+E+2T_2,\label{claim}
\end{equation}
with first-order infrared absorption allowed for the $T_2$ fundamentals and forbidden for the others. The letters name irreducible representations, that is, sets of coordinates that the group mixes among themselves and that cannot be split further. Their dimensions are 1, 2 and 3, so nine vibrations have four distinct frequencies, unless two coincide by accident.

Infrared light couples to the electric dipole $\boldsymbol\mu$. For a mass-weighted normal coordinate $Q$ of angular frequency $\omega$, the linear term of $\boldsymbol\mu$ gives the fundamental. The oscillator ground state has energy $\hbar\omega/2$, half of it potential, so $\tfrac12\omega^2\langle Q^2\rangle=\tfrac14\hbar\omega$ and $\langle Q^2\rangle=\hbar/(2\omega)$. The first excited state is $\psi_1=Q\psi_0/\sqrt{\langle Q^2\rangle}$, hence
\begin{equation}
\langle1|\boldsymbol\mu|0\rangle
=\frac{\partial\boldsymbol\mu}{\partial Q}\,\langle1|Q|0\rangle
=\frac{\partial\boldsymbol\mu}{\partial Q}\sqrt{\frac{\hbar}{2\omega}} .\label{tdm}
\end{equation}
The constant part of $\boldsymbol\mu$ drops out because $\psi_0$ and $\psi_1$ are orthogonal. A mode is active if symmetry permits $\partial\boldsymbol\mu/\partial Q\neq0$.

\section{First derivation: characters}

\subsection{Counting with traces}

Let $D(R)$ be orthogonal matrices representing the group, with character $\chi(R)={\rm tr}\,D(R)$. The average $P=\frac1{24}\sum_R D(R)$ satisfies $D(S)P=P$, because multiplication by $S$ only reorders the sum. Hence $P^2=P$, and $P$ projects onto the vectors left unchanged by every operation. Its trace is the number of independent invariant vectors.

Apply this to the linear maps $X$ from a representation $a$ to a representation $b$. The group acts on them by $X\to D_b X D_a^{T}$, and the trace of this action is $\chi_b\chi_a$. An invariant $X$ obeys $XD_a=D_bX$. The number of independent maps that commute with the group in this sense is therefore
\begin{equation}
\langle a,b\rangle=\frac1{24}\sum_R\chi_a(R)\chi_b(R).\label{inner}
\end{equation}

Three consequences are needed.
\begin{enumerate}
\item If $\langle a,a\rangle=1$, then $a$ is irreducible. Otherwise it would split into two orthogonal invariant parts, and the projectors onto them would be two independent commuting maps.
\item If $a$ and $b$ are irreducible and inequivalent, then $\langle a,b\rangle=0$. The kernel and the image of a commuting map are invariant subspaces, so the map is zero or invertible, and an invertible one would make $a$ and $b$ equivalent. This is Schur's lemma.
\item The orthogonal complement of an invariant subspace is invariant, so every representation splits into irreducible ones. If $\langle i,i\rangle=1$, the irreducible representation $i$ occurs $n_i=\langle i,\chi\rangle$ times in $\chi$.
\end{enumerate}

\subsection{The characters}

Sort the 24 matrices by their axis permutation. With no permutation there are the identity $I$ and three half-turns $C_2$. The two cyclic permutations give eight rotations $C_3$. An exchange of two axes gives a reflection $\sigma_d$ if the third axis keeps its sign, and a rotation-reflection $S_4$ if it is reversed, six of each. Reading off diagonal elements gives ${\rm tr}\,R$. The determinant is $+1$ for the first three classes and $-1$ for the last two.

The traces of $R$ itself form a character, called $T_2$, and $T_1$ is $\det R\,{\rm tr}\,R$. The functions $x^2,y^2,z^2$ are permuted, and the trace of that permutation is the number of axes kept up to sign: $3,0,3,1,1$. Their sum is invariant, so subtracting 1 leaves the two-dimensional character $E$.
\begin{center}
\begin{tabular}{lrrrrr}
 & $I$ & $8C_3$ & $3C_2$ & $6S_4$ & $6\sigma_d$\\
$A_1$ & 1 & 1 & 1 & 1 & 1\\
$E$ & 2 & $-1$ & 2 & 0 & 0\\
$T_1$ & 3 & 0 & $-1$ & 1 & $-1$\\
$T_2$ & 3 & 0 & $-1$ & $-1$ & 1\\
atoms fixed & 5 & 2 & 1 & 1 & 3\\
$\chi_{\rm vib}$ & 9 & 0 & 1 & $-1$ & 3
\end{tabular}
\end{center}
The norms from \eqref{inner} are $24/24=1$ for $A_1$, $(4+8+12)/24=1$ for $E$, and $(9+0+3+6+6)/24=1$ for $T_1$ and $T_2$. All four are irreducible, and their different characters make them inequivalent.

\subsection{The nine vibrations}

In \eqref{action} an atom that moves to another site contributes nothing to the diagonal of the $15\times15$ matrix. An atom that stays contributes ${\rm tr}\,R$. With the fixed-atom row of the table,
\begin{equation}
\chi_{15}=N_{\rm fixed}\,{\rm tr}\,R=(15,0,-1,-1,3).
\end{equation}
A translation, $\mathbf u_i=\mathbf d$, has character ${\rm tr}\,R$. A small rotation is $\mathbf u_i=\boldsymbol\theta\times\mathbf r_i$, and
\begin{equation}
R(\boldsymbol\theta\times\mathbf r_i)=\det R\,(R\boldsymbol\theta)\times(R\mathbf r_i),
\end{equation}
so $\boldsymbol\theta$ carries the character $\det R\,{\rm tr}\,R$. Subtraction gives
\begin{align}
\chi_{\rm vib}&=(15,0,-1,-1,3)-(3,0,-1,-1,1)-(3,0,-1,1,-1)\nonumber\\
&=(9,0,1,-1,3).
\end{align}
The multiplicities follow, with each class weighted by its size:
\begin{align}
n_{A_1}&=\tfrac1{24}(9+0+3-6+18)=1,\\
n_E&=\tfrac1{24}(18+0+6+0+0)=1,\\
n_{T_2}&=\tfrac1{24}(27+0-3+6+18)=2 .
\end{align}
These account for $1+2+2\cdot3=9$ dimensions, so nothing else can occur. This proves \eqref{claim}.

The mass-weighted force-constant matrix commutes with the group, because the energy is unchanged by symmetry and equal atoms have equal masses. By Schur's lemma it does not connect different types. Since $\langle E,E\rangle=1$, it is a multiple of the identity within $E$. Between the two $T_2$ triples it is a symmetric $2\times2$ matrix of numbers times the $3\times3$ identity, and diagonalizing it gives two threefold frequencies.

\subsection{Stretching and the dipole}

The four bond stretches are permuted like the hydrogens, with character $(4,1,0,0,2)$. This contains $A_1$ $(4+8+12)/24=1$ time and $T_2$ $(12+12)/24=1$ time, which fills its four dimensions. It contains no $E$, so an $E$ displacement changes no bond length to first order. The bending part is the remainder, $E+T_2$. Stretch and bend may mix within $T_2$.

The derivative $\partial\boldsymbol\mu/\partial Q$ is a linear map from mode coordinates to a vector. It commutes with the group, because a transformed molecule has the transformed dipole. A vector is of type $T_2$, so the map vanishes on $A_1$ and $E$. On each $T_2$ triple one number is left free, which symmetry does not fix.

\section{Second derivation: signs and explicit coordinates}

\subsection{Coordinates with definite signs}

Write $c_i^\alpha$ for the components of $\mathbf c_i$, with $\alpha=x,y,z$, and add $c_i^0=1$. The four columns $\tfrac12c_i^p$, $p=0,x,y,z$, are orthonormal, for example $\sum_ic_i^xc_i^y=1-1-1+1=0$. The twelve hydrogen displacements can thus be exchanged for
\begin{equation}
W_{p\alpha}=\frac12\sum_{i=1}^4c_i^p\,u_{i\alpha},\qquad
u_{i\alpha}=\frac12\sum_p c_i^p\,W_{p\alpha}.\label{W}
\end{equation}
A half-turn multiplies the coordinates by signs $s_x,s_y,s_z$ with $s_xs_ys_z=1$; put $s_0=1$. The atom reached from $i$ has $c^p_{R(i)}=s_pc^p_i$, and \eqref{action} gives
\begin{equation}
W'_{p\alpha}=\frac12\sum_i(s_pc_i^p)(s_\alpha u_{i\alpha})=s_ps_\alpha W_{p\alpha}.
\end{equation}
Since $s_ys_z=s_x$, the fifteen coordinates fall into four families:
\begin{align}
\text{unchanged:}&\quad W_{xx},\,W_{yy},\,W_{zz};\nonumber\\
\text{sign }s_x:&\quad u_{0x},\,W_{0x},\,W_{yz},\,W_{zy};\label{families}
\end{align}
and two more of four members, obtained by cyclic exchange of the axes. For any two families some half-turn gives opposite signs. A product of coordinates from different families would change sign under it, so the quadratic potential energy contains no such product.

\subsection{The unchanged family: one plus two}

The rotation $x\to y\to z\to x$ permutes $W_{xx},W_{yy},W_{zz}$ cyclically. Their energy must be
\begin{equation}
V=\tfrac a2(W_{xx}^2+W_{yy}^2+W_{zz}^2)
+b(W_{xx}W_{yy}+W_{yy}W_{zz}+W_{zz}W_{xx}).
\end{equation}
The matrix has $a$ on the diagonal and $b$ elsewhere. On $(1,1,1)$ it gives $a+2b$; on any vector with zero sum it gives $a-b$. The kinetic energy is $\tfrac m2\sum\dot W_{\alpha\alpha}^2$, because \eqref{W} is orthonormal. Therefore
\begin{equation}
\omega_{A_1}^2=\frac{a+2b}{m},\qquad \omega_E^2=\frac{a-b}{m}\ \ (\text{twice}).\label{AE}
\end{equation}
The three coordinates are permuted like $x^2,y^2,z^2$ by every operation, which identifies the types. The central atom is absent from this family. It rests, and at fixed force constants $M$ does not affect these frequencies.

The stretch of bond $i$ is $\delta r_i=\mathbf c_i\cdot(\mathbf u_i-\mathbf u_0)/\sqrt3$. Inserting \eqref{W} with only this family displaced gives
\begin{equation}
\delta r_i=\frac{1}{2\sqrt3}\,(W_{xx}+W_{yy}+W_{zz}).\label{breath}
\end{equation}
The $A_1$ mode is a breathing motion with four equal stretches. The $E$ modes, with zero sum, are pure bends.

\subsection{The other families: two triples}

Cyclic exchange makes the $x$, $y$ and $z$ families identical, so each of their frequencies is threefold. A rotation by a small angle $\theta$ about $x$ has $\mathbf u_i=\theta(0,-z_i,y_i)$, hence $W_{yz}=-W_{zy}=2\theta\ell/\sqrt3$. The difference $W_{yz}-W_{zy}$ is thus a rigid rotation and costs no energy. The reflection $y\leftrightarrow z$ reverses it but leaves unchanged
\begin{equation}
S=\frac{W_{yz}+W_{zy}}{\sqrt2}.
\end{equation}
Translation invariance lets the mean hydrogen displacement $h=W_{0x}/2$ enter the energy only through $q=h-u_{0x}$. Two vibrational coordinates, $q$ and $S$, remain per axis. Both follow the signs and permutations of the coordinate $x$, with corresponding partners for $y$ and $z$, so they form two triples of type $T_2$. The count is $1+2+3+3=9$.

With the centre of mass at rest, $4mh+Mu_{0x}=0$, so $h=Mq/(M+4m)$ and $u_{0x}=-4mq/(M+4m)$. The kinetic energy becomes
\begin{equation}
\tfrac12(4m\dot h^2+M\dot u_{0x}^2)+\tfrac m2\dot S^2
=\tfrac12m_r\dot q^2+\tfrac m2\dot S^2,\quad m_r=\frac{4mM}{M+4m}.
\end{equation}
For $V=\tfrac12(F_{11}q^2+2F_{12}qS+F_{22}S^2)$, the trace and determinant of the mass-weighted matrix give
\begin{equation}
\omega_1^2+\omega_2^2=\frac{F_{11}}{m_r}+\frac{F_{22}}m,\qquad
\omega_1^2\omega_2^2=\frac{F_{11}F_{22}-F_{12}^2}{m\,m_r}.\label{product}
\end{equation}
For a very heavy centre, $m_r\to4m$ and both frequencies stay finite. For a very light one, $m_r\to M$: one frequency grows as $\sqrt{F_{11}/M}$, while the other tends to $\omega^2=(F_{22}-F_{12}^2/F_{11})/m$, the value found when the centre follows the hydrogens without inertia.

\subsection{The dipole}

The component $\mu_x$ changes by the sign $s_x$ under a half-turn. A linear term in $W_{xx}$, $W_{yy}$ or $W_{zz}$ would not change, so its coefficient is zero. This removes $A_1$ and $E$. A neutral molecule has the same dipole after translation, and the reflection $y\leftrightarrow z$ excludes the rotation coordinate. What remains is
\begin{equation}
\mu_x=Z\,q+Y\,S ,\label{dip}
\end{equation}
with two constants set by the electronic structure. Both $T_2$ fundamentals are allowed. One may still be dark by accident, if the two terms cancel in its normal coordinate; both are dark only if $Z=Y=0$.

The argument reaches beyond small amplitudes. A molecule displaced along $A_1$ and $E$ coordinates alone keeps its three half-turn axes. A vector unchanged by all three is zero, so no dipole appears at any amplitude for which the electronic state stays nondegenerate.

\section{Numbers for methane}

Methane has the same symmetry, so \eqref{claim} applies to it unchanged; its numbers are not those of silane. The level is restricted Hartree--Fock in the 6-31G basis, with harmonic vibrations. It omits electron correlation, anharmonicity and the effect of a larger basis. The optimized bond length is 2.045 bohr, and the masses are $M=12.011$ u and $m=1.008$ u. The values are collected in the numerical output.

The quanta $\hbar\omega$ are 13.8 mRy (1517 cm$^{-1}$) for the lower $T_2$ set, 15.6 mRy (1709 cm$^{-1}$) for $E$, 29.0 mRy (3182 cm$^{-1}$) for $A_1$ and 30.0 mRy (3296 cm$^{-1}$) for the upper $T_2$ set. The modes were assigned by their characters, without imposing symmetry on the force constants. The digits belong to this basis only: in def2-TZVP the four quanta are 1453, 1664, 3152 and 3250 cm$^{-1}$, lower by 30 to 64 cm$^{-1}$, and in cc-pVDZ they are lower by 11 to 84 cm$^{-1}$. The ratio $b/a$ found below becomes 0.46 and 0.47.

\emph{Force constants.} From \eqref{AE},
\begin{equation}
\frac{a-b}{a+2b}=\left(\frac{15.570}{28.993}\right)^2=0.288,\qquad
\frac ba=\frac{1-0.288}{1+2(0.288)}=0.45 .
\end{equation}
The positive coupling $b$ raises the breathing mode above the $E$ bend.

\emph{Stretching.} By \eqref{breath} and $Q=\sqrt m\,(W_{xx}+W_{yy}+W_{zz})/\sqrt3$, each bond has $\partial\delta r_i/\partial Q=1/(2\sqrt m)$ in the $A_1$ mode. The four squares add to $1/m=0.992$ u$^{-1}$, as computed. The $E$ value is zero to the printed digits. The two $T_2$ sets give 0.0056 and 3.3037 u$^{-1}$, so the lower set holds $0.0056/3.3093=0.2\%$ of the $T_2$ stretching in this measure. In the cc-pVDZ and def2-TZVP bases the share is about 0.1\%. It is almost a pure bend, which symmetry alone did not require.

\emph{Central mass.} Doubling $M$ at fixed force constants leaves the $A_1$ and $E$ quanta at 28.993 and 15.570 mRy. The $T_2$ quanta fall to 13.220 and 29.363 mRy. Equation \eqref{product} predicts the ratio of their products:
\begin{equation}
\sqrt{\frac{m_r(M)}{m_r(2M)}}=\sqrt{\frac{2M+4m}{2(M+4m)}}
=\sqrt{\frac{28.054}{32.086}}=0.9351,
\end{equation}
and the computed ratio is $(13.220\times29.363)/(13.821\times30.036)=0.9351$.

\emph{Infrared strength.} Summed over each degenerate set, $|\partial\boldsymbol\mu/\partial Q|^2$ is 0.066 and 0.116 $e^2$/u for the lower and upper $T_2$ sets, with $e$ the elementary charge. It vanishes to the printed digits for $A_1$ and $E$. The power absorbed from light of equal spectral density is proportional to $\omega|\langle1|\boldsymbol\mu|0\rangle|^2$. By \eqref{tdm} the factor $\omega$ cancels, so the upper band absorbs $0.11644/0.06600=1.8$ times as much as the lower one at this level of theory. This ratio is not converged in the basis: with polarization functions the strength of the lower set falls to about 0.03 $e^2$/u, and the ratio becomes 3.5 (cc-pVDZ) or 3.9 (def2-TZVP). It does not carry over to silane, where Hartree--Fock in cc-pVDZ gives 0.8, the lower band being the stronger.

\section{What each derivation assumes}

Both derivations need the tetrahedral equilibrium, equal hydrogen masses, harmonic motion and a dipole linear in the displacements. Neither needs a force law. Replacing one hydrogen by deuterium leaves the potential tetrahedral but removes the half-turns from the kinetic energy. The families \eqref{families} then mix in the normal modes, and the proof that some modes are dark no longer applies. For a molecule bound to a surface, the potential itself loses the tetrahedral symmetry. In a gas, rotation matters as well: the product $E\times T_2$ contains $T_1$, the type of a rotation, so Coriolis coupling mixes the $E$ level with the lower $T_2$ level and lends it infrared intensity. The mixing grows as the two levels approach; Hartree--Fock puts them about 200 cm$^{-1}$ apart in methane but only about 40 cm$^{-1}$ apart in silane (cc-pVDZ).

The character derivation uses the traces of all 24 operations and Schur's lemma. It needs no special vibrational coordinates, and the same counting serves other nonlinear molecules once the group and its irreducible characters are known; where $\langle i,i\rangle$ exceeds 1, the multiplicity is $\langle i,\chi\rangle/\langle i,i\rangle$. It gives types and multiplicities. Counting also fixes the mass dependence of the frequency product: $T_2$ occurs once among the displacements of the centre, twice among those of the hydrogens, once among the translations and not among the rotations, which gives $\omega_1^2\omega_2^2\propto(M+4m)/(m^2M)$, as in \eqref{product}. It does not give the explicit coordinates $q$ and $S$ in which the force constants of \eqref{product} are defined.

The sign derivation uses three half-turns and one cyclic rotation for the pattern $1,2,3,3$ and for the darkness of the first two levels. The reflection serves to tell $T_2$ from $T_1$. For the degeneracy of the $E$ pair it uses the symmetry of the force-constant matrix, which holds for the second derivatives of any energy; a real cyclic $3\times3$ matrix without it would have a complex-conjugate pair of eigenvalues. The character derivation obtains that degeneracy from the reflections, which are contained in $\langle E,E\rangle=1$, and uses the symmetry of the force constants in the $2\times2$ $T_2$ block. The sign method also depends on coordinates fitted to this molecule, and these supply the mass rule \eqref{product} and the dipole form \eqref{dip}.

The common result was also tested with a force field and a dipole map of random numbers, constrained by tetrahedral symmetry alone. The degeneracies were 1, 2, 3 and 3, and only the threefold levels carried a dipole.

\section*{Computed values}
\begin{verbatim}
Class: size, fixed atoms, tr R, chi_3N, chi_vib (no unit)
E           1    5    3   15    9
C3          8    2    0    0    0
C2          3    1   -1   -1    1
S4          6    1   -1   -1   -1
sigma_d     6    3    1    3    3
Irreducible characters, classes in the same order (no unit)
A1          1    1    1    1    1
A2          1    1    1   -1   -1
E           2   -1    2    0    0
T1          3    0   -1    1   -1
T2          3    0   -1   -1    1
Vibrations: {'A1': 1, 'E': 1, 'T2': 2}
Stretches: {'A1': 1, 'T2': 1}  bends: {'E': 1, 'T2': 1}
Random force field degeneracies: [1, 2, 3, 3]
CH4, RHF/6-31G, harmonic
C-H bond length: 2.0449 bohr
Masses C, H: 12.011, 1.008 u
Finite-difference step: 0.005 bohr
Largest rigid-motion residual: 8.0 cm^-1
T2, degeneracy 3:
  quantum: 13.821 mRy = 1516.7 cm^-1
  sum |dmu/dQ|^2: 0.06600 e^2/u
  sum (d bond/dQ)^2: 0.0056 1/u
  quantum, C mass doubled: 13.220 mRy
E, degeneracy 2:
  quantum: 15.570 mRy = 1708.7 cm^-1
  sum |dmu/dQ|^2: 0.00000 e^2/u
  sum (d bond/dQ)^2: 0.0000 1/u
  quantum, C mass doubled: 15.570 mRy
A1, degeneracy 1:
  quantum: 28.993 mRy = 3181.6 cm^-1
  sum |dmu/dQ|^2: 0.00000 e^2/u
  sum (d bond/dQ)^2: 0.9921 1/u
  quantum, C mass doubled: 28.993 mRy
T2, degeneracy 3:
  quantum: 30.036 mRy = 3296.1 cm^-1
  sum |dmu/dQ|^2: 0.11644 e^2/u
  sum (d bond/dQ)^2: 3.3037 1/u
  quantum, C mass doubled: 29.363 mRy
\end{verbatim}
